# Guarded Newton inversion of sheet density for Kane-subband Fermi levels: test program

```python
"""Fermi level of several Kane subbands from the total sheet density.

Result under test: N(mu) = sum_i C_i [F0(eta_i) + 2 a_i kT F1(eta_i)] is
strictly increasing and convex, and Newton's method on ln(N/Ns), guarded by
a closed-form bracket and bisection, finds the unique root of N(mu) = Ns.
  E_i, m_i, a_i : subband bottom (eV), mass (m0), nonparabolicity (1/eV)
  C_i = m_i kT/(pi hbar^2), eta_i = (mu - E_i)/kT
  F0 = ln(1 + e^eta), F1 = -Li2(-e^eta)
Internal units: eV and nm; sheet densities in nm^-2 (1 nm^-2 = 1e14 cm^-2).
Reference densities come from k-space quadrature of the bulk Kane energy.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import expit, logsumexp, spence

HB = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18   # hbar^2/(2 m0), eV nm^2
KB = sc.k / sc.e                               # eV/K
CM2 = 1e14                                     # nm^-2 to cm^-2


def fermi_one(eta):
    """-Li2(-exp(eta)) with small relative error for either sign of eta."""
    x = np.exp(-np.abs(eta))
    k = np.arange(1, 46)
    series = np.sum((-1.0)**(k + 1) * x[:, None]**k / k**2, axis=1)
    small = np.where(x < 0.4, series, -spence(1 + x))
    return np.where(eta > 0, eta**2 / 2 + np.pi**2 / 6 - small, small)


def populations(mu, band, kT):
    bottom, mass, alf = band
    eta = (mu - bottom) / kT
    c = mass * kT / (2 * np.pi * HB)
    return c * (np.logaddexp(0, eta) + 2 * alf * kT * fermi_one(eta))


def density_and_slopes(mu, band, kT):
    """N, dN/dmu and d2N/dmu2."""
    bottom, mass, alf = band
    eta = (mu - bottom) / kT
    dos = mass / (2 * np.pi * HB)
    s = expit(eta)
    first = dos * (s + 2 * alf * kT * np.logaddexp(0, eta))
    second = dos / kT * (s * expit(-eta) + 2 * alf * kT * s)
    return populations(mu, band, kT).sum(), first.sum(), second.sum()


def bracket(ns, band, kT):
    bottom, mass, alf = band
    c = mass * kT / (2 * np.pi * HB)
    low = kT * (np.log(ns) - logsumexp(np.log(c * (1 + 2 * alf * kT))
                                       - bottom / kT))
    x = ns / c
    high = np.min(bottom + kT * (x + np.log(-np.expm1(-x))))
    return low, high


def invert(ns, band, kT, start=None, use_newton=True, tol=1e-12):
    """Guarded Newton; returns mu, history of (mu, g, lower end), bisections."""
    low, high = bracket(ns, band, kT)
    mu = high if start is None else start
    low, high = low - kT, high + kT            # room for rounding
    previous, history, bisections = np.inf, [], 0
    for _ in range(300):
        n, slope, _ = density_and_slopes(mu, band, kT)
        g = np.log(n / ns)
        if g > 0:
            high = min(high, mu)
        else:
            low = max(low, mu)
        history.append((mu, g, low))
        if abs(g) <= tol:
            return mu, history, bisections
        trial = mu - g * n / slope
        if not (use_newton and abs(g) <= 0.5 * previous
                and low < trial < high):
            trial = 0.5 * (low + high)
            bisections += 1
        previous, mu = abs(g), trial
    raise RuntimeError("no convergence")


def unguarded(mu, ns, band, kT, logarithmic):
    """Plain Newton on ln N or on N; returns path and convergence flag."""
    path = [mu]
    for _ in range(300):
        n, slope, _ = density_and_slopes(mu, band, kT)
        if n == 0 or slope == 0:
            return path, False
        g = np.log(n / ns)
        if abs(g) < 1e-12:
            return path, True
        mu = mu - (g * n if logarithmic else n - ns) / slope
        path.append(mu)
    return path, False


def hard_wall_bottoms(width, count, m, a):
    q = HB / m * (np.arange(1, count + 1) * np.pi / width)**2
    return 2 * q / (1 + np.sqrt(1 + 4 * a * q))


def make_band(bottom, m, a):
    f = 1 + 2 * a * bottom
    return bottom, m * f, a / f


NODE, WEIGHT = np.polynomial.legendre.leggauss(40)


def quadrature_density(mu, width, count, m, a, kT):
    """2 * integral d2k/(2 pi)^2 f(E), E from the bulk Kane relation."""
    total = 0.0
    for i in range(1, count + 1):
        kz2 = (i * np.pi / width)**2
        q0 = HB * kz2 / m
        e0 = (np.sqrt(1 + 4 * a * q0) - 1) / (2 * a)
        edge = np.concatenate([
            mu + kT * np.array([-40, -20, -10, -5, 0, 5, 10, 20, 40]),
            e0 + kT * np.array([0, 1, 2, 5, 10, 20, 40])])
        edge = np.unique(np.maximum(edge, e0))
        kedge = np.sqrt(np.maximum(edge * (1 + a * edge) - q0, 0) * m / HB)
        half = np.diff(kedge)[:, None] / 2
        k = kedge[:-1, None] + half * (1 + NODE)
        e = (np.sqrt(1 + 4 * a * HB * (kz2 + k**2) / m) - 1) / (2 * a)
        total += np.sum(half * WEIGHT * k * expit((mu - e) / kT)) / np.pi
    return total


# ---- example: rough typical InGaAs-like channel ----
L, M, m, a, T, ns = 15.0, 4, 0.041, 1.2, 300.0, 3e12 / CM2
kT = KB * T
band = make_band(hard_wall_bottoms(L, M, m, a), m, a)
E = band[0]
mu, history, nbis = invert(ns, band, kT)
pop = populations(mu, band, kT)
n0, n1, n2 = density_and_slopes(mu, band, kT)


def reference(x, temp=kT):
    return quadrature_density(x, L, M, m, a, temp)


# density formula and both derivatives against quadrature
worst_density = 0.0
for x in (-0.1, 0.03, 0.14, 0.3):
    f, f1, f2 = density_and_slopes(x, band, kT)
    h = 0.05 * kT
    r = [reference(x + j * h) for j in (-2, -1, 0, 1, 2)]
    d1 = (r[0] - 8 * r[1] + 8 * r[3] - r[4]) / (12 * h)
    d2 = (-r[0] + 16 * r[1] - 30 * r[2] + 16 * r[3] - r[4]) / (12 * h * h)
    worst_density = max(worst_density, abs(f / r[2] - 1))
    assert abs(f1 / d1 - 1) < 1e-5 and abs(f2 / d2 - 1) < 1e-5
    assert d1 > 0 and d2 > 0
assert worst_density < 1e-10

# independent root and the convexity error bound for each iterate
mu_ref = brentq(lambda x: reference(x) - ns, -0.2, 0.6, xtol=1e-14)
assert abs(mu - mu_ref) < 1e-10
for x, g, low in history:
    bound = abs(np.expm1(g)) * ns / density_and_slopes(low, band, kT)[1]
    assert abs(x - mu_ref) <= bound + 1e-11    # rounding of the reference

# quadratic error coefficient; odd error terms cancel in the mean
coef = 0.5 * (n2 / n1 - n1 / n0)
h, images = 1e-3, []
for x in (mu_ref - h, mu_ref + h):
    f, f1, _ = density_and_slopes(x, band, kT)
    images.append(x - np.log(f / ns) * f / f1)
coef_seen = (np.mean(images) - mu_ref) / h**2
assert abs(coef_seen - coef) < 0.02 * n1 / n0

# round trip: known Fermi level -> quadrature density -> inversion
runs = max_eval = total_bis = 0
worst_mu = 0.0
for width, count in ((15.0, 4), (40.0, 10)):
    trial_band = make_band(hard_wall_bottoms(width, count, m, a), m, a)
    for temp in (4.0, 77.0, 300.0, 400.0):
        t = KB * temp
        for offset in (-12 * t, -2 * t, 0.005, 0.05, 0.15, 0.3):
            true = trial_band[0][0] + offset
            target = quadrature_density(true, width, count, m, a, t)
            lo, hi = bracket(target, trial_band, t)
            assert lo - 1e-10 <= true <= hi + 1e-10
            found, hist, b = invert(target, trial_band, t)
            worst_mu = max(worst_mu, abs(found - true))
            max_eval = max(max_eval, len(hist))
            total_bis += b
            runs += 1
assert worst_mu < 1e-9 and max_eval < 100

# curvature of ln N: one subband is concave, several need not be
single = tuple(v[:1] for v in band)
for temp in (20.0, 300.0):
    t = KB * temp
    for eta in np.linspace(-5, 60, 66):
        f, f1, f2 = density_and_slopes(E[0] + eta * t, single, t)
        assert f * f2 < f1**2
t20 = KB * 20
h = 0.1 * t20
logs = [np.log(reference(E[1] + j * h, t20)) for j in (-1, 0, 1)]
curvature = (logs[0] - 2 * logs[1] + logs[2]) / h**2
assert curvature > 0

# unguarded methods from poor starts
poor = E[0] - 30 * kT
path_lin, ok_lin = unguarded(poor, ns, band, kT, False)
path_log, ok_log = unguarded(poor, ns, band, kT, True)
assert ok_lin and ok_log and len(path_log) < len(path_lin)
assert np.all(np.diff(path_lin[1:]) < 1e-12)
assert min(path_lin[1:]) > mu_ref - 1e-10
t4, dilute = KB * 4, 1e11 / CM2
path_cold, ok_cold = unguarded(0.5, dilute, band, t4, True)
assert not ok_cold
mu_cold, hist_cold, bis_cold = invert(dilute, band, t4, start=0.5)
assert abs(reference(mu_cold, t4) / dilute - 1) < 1e-9
_, hist_bis, _ = invert(ns, band, kT, use_newton=False)
assert len(history) < len(hist_bis)

# parabolic comparison at the same subband bottoms
flat = (E, np.full(M, m), np.zeros(M))
mu_flat = invert(ns, flat, kT)[0]


# ---- sizes of neglected effects ----
def finite_bottoms(offset, mb, gap_b):
    out = []
    for i, top in enumerate(E, 1):
        def mismatch(e):
            mw = m * (1 + a * e)
            mbar = mb * (1 + (e - offset) / gap_b)
            k = np.sqrt(mw * e / HB)
            kap = np.sqrt(mbar * (offset - e) / HB)
            return k * L / 2 - i * np.pi / 2 + np.arctan(k * mbar / (kap * mw))
        out.append(brentq(mismatch, 1e-8, top))
    return np.array(out)


assert np.allclose(finite_bottoms(1e9, 0.075, 1e12), E, rtol=1e-4)
offset_b, mass_b, gap_b = 0.5, 0.075, 1.46
Ef = finite_bottoms(offset_b, mass_b, gap_b)
band_f = make_band(Ef, m, a)
mu_f = invert(ns, band_f, kT)[0]
pop_f = populations(mu_f, band_f, kT)

# Hartree energy in a symmetric well, zero at both interfaces
eps_r = 13.9
coulomb = sc.e / sc.epsilon_0 * 1e9 / eps_r    # e^2/eps, eV nm
z = np.linspace(0, L, 2001)
dz = z[1] - z[0]
prob = [2 / L * np.sin(i * np.pi * z / L)**2 for i in range(1, M + 1)]
pot = []
for i in range(1, M + 1):
    w = 2 * np.pi * i / L
    pot.append(coulomb / L * (z * (L - z) / 2 + (1 - np.cos(w * z)) / w**2))
for p, v in zip(prob, pot):
    lap = (v[:-2] - 2 * v[1:-1] + v[2:]) / dz**2
    assert np.max(np.abs(lap + coulomb * p[1:-1])) < 1e-4 * coulomb
W = np.array([[simpson(p * v, x=z) for v in pot] for p in prob])
pop_h = pop.copy()
for _ in range(80):
    shift = W @ pop_h
    band_h = (E + shift, band[1], band[2])
    mu_h = invert(ns, band_h, kT)[0]
    new = populations(mu_h, band_h, kT)
    change = np.max(np.abs(new - pop_h))
    pop_h = 0.5 * (pop_h + new)
assert change < 1e-10
bend = max(sum(n * v for n, v in zip(pop_h, pot)))

# exchange of a strictly two-dimensional gas at zero temperature
kF = np.sqrt(2 * np.pi * pop[0])
theta = (np.arange(20000) + 0.5) * 2 * np.pi / 20000
edge_factor = np.mean(np.abs(np.cos(theta)) - np.cos(theta))
assert abs(edge_factor - 2 / np.pi) < 1e-6
ex_bottom = -coulomb / (4 * np.pi) * kF
ex_edge = ex_bottom * edge_factor

gap_L, mass_L = 0.5, 0.3
n_L = 4 * L * 2 * (mass_L * kT / (4 * np.pi * HB))**1.5 \
    * np.exp((mu - gap_L) / kT)
band5 = make_band(hard_wall_bottoms(L, 5, m, a), m, a)
n_fifth = populations(mu, band5, kT)[4]
mu_alpha = []
for aa in (1.0, 1.4):
    bb = make_band(hard_wall_bottoms(L, M, m, aa), m, aa)
    mu_alpha.append(invert(ns, bb, kT)[0])
mu_hot = invert(ns, band, KB * 400)[0]


def mev(values):
    return " ".join(f"{1e3 * v:.2f}" for v in np.atleast_1d(values))


def cm(values):
    return " ".join(f"{CM2 * v:.4e}" for v in np.atleast_1d(values))


print(f"Well width {L} nm; mass {m} m0; alpha {a} 1/eV; T {T} K")
print(f"kT = {mev(kT)} meV; target density {cm(ns)} cm^-2")
print("Subband bottoms E_i (meV):", mev(E))
print("Subband masses m_i (m0):", np.round(band[1], 5))
print("Subband alpha_i (1/eV):", np.round(band[2], 4))
print("C_i (cm^-2):", cm(band[1] * kT / (2 * np.pi * HB)))
print("Analytic bracket (meV):", mev(bracket(ns, band, kT)))
for j, (x, g, _) in enumerate(history):
    print(f"Iterate {j}: mu = {1e3 * x:.9f} meV, ln(N/Ns) = {g:.3e}")
print(f"Bisections in example: {nbis}")
print(f"Evaluations: guarded {len(history)}, pure bisection {len(hist_bis)}")
print(f"Fermi level {1e3 * mu:.4f} meV = {mu * sc.e / sc.value('Hartree energy'):.7f} Ha")
print(f"mu - E_1 = {mev(mu - E[0])} meV")
print("Populations (cm^-2):", cm(pop))
print("Population shares (%):", np.round(100 * pop / ns, 4))
print(f"dN/dmu = {CM2 * n1:.4e} cm^-2/eV")
print(f"Newton coefficient: formula {coef:.4f}, seen {coef_seen:.4f} 1/eV")
print(f"|mu - quadrature root| = {abs(mu - mu_ref):.1e} eV")
print(f"Worst relative density error: {worst_density:.1e}")
print(f"Parabolic, same bottoms: mu = {mev(mu_flat)} meV")
print(f"Parabolic minus Kane mu: {mev(mu_flat - mu)} meV")
print(f"Round trips: {runs}; most evaluations {max_eval}")
print(f"Round trips: total bisections {total_bis}; worst error {worst_mu:.1e} eV")
print(f"Curvature of ln N at E_2, 20 K: {curvature:.2f} 1/eV^2")
print(f"Poor start, 30 kT below E_1: {mev(poor)} meV")
print(f"Newton on N: first landing {path_lin[1]:.3e} eV, steps {len(path_lin)-1}")
print(f"Newton on ln N, same start: steps {len(path_log) - 1}")
print(f"4 K, {cm(dilute)} cm^-2, start 0.5 eV: unguarded lands at")
print(f"  {path_cold[-1]:.4f} eV, where the computed density underflows")
print(f"  guarded: mu {mev(mu_cold)} meV, evaluations {len(hist_cold)}, bisections {bis_cold}")
print(f"Barrier (rough): {offset_b} eV, {mass_b} m0, gap {gap_b} eV")
print("Finite-barrier bottoms (meV):", mev(Ef))
print(f"Finite barrier: mu {mev(mu_f)}, mu-E_1 {mev(mu_f - Ef[0])} meV")
print("Finite-barrier populations (cm^-2):", cm(pop_f))
print(f"Hartree, eps_r {eps_r}: peak bending {mev(bend)} meV")
print("Hartree first-order shifts (meV):", mev(shift))
print(f"Hartree: mu {mev(mu_h)}, mu-E_1 {mev(mu_h - band_h[0][0])} meV")
print("Hartree populations (cm^-2):", cm(pop_h))
print(f"2D exchange, T=0: k=0 {mev(ex_bottom)}, k_F {mev(ex_edge)} meV")
print(f"L valleys ({gap_L} eV, {mass_L} m0, 4 valleys): {cm(n_L)} cm^-2")
print(f"Omitted fifth subband: {cm(n_fifth)} cm^-2")
print("mu for alpha 1.0 and 1.4 1/eV (meV):", mev(mu_alpha))
print(f"mu at 400 K, same parameters: {mev(mu_hot)} meV")
print("success")
```

Printed output:

```
Well width 15.0 nm; mass 0.041 m0; alpha 1.2 1/eV; T 300.0 K
kT = 25.85 meV; target density 3.0000e+12 cm^-2
Subband bottoms E_i (meV): 38.94 139.65 275.67 430.15
Subband masses m_i (m0): [0.04483 0.05474 0.06813 0.08333]
Subband alpha_i (1/eV): [1.0974 0.8988 0.7222 0.5904]
C_i (cm^-2): 4.8415e+11 5.9116e+11 7.3570e+11 8.9987e+11
Analytic bracket (meV): 84.04 199.08
Iterate 0: mu = 199.080057589 meV, ln(N/Ns) = 5.387e-01
Iterate 1: mu = 143.746020490 meV, ln(N/Ns) = -9.415e-02
Iterate 2: mu = 150.871918797 meV, ln(N/Ns) = -1.628e-03
Iterate 3: mu = 150.999560746 meV, ln(N/Ns) = -5.234e-07
Iterate 4: mu = 150.999601807 meV, ln(N/Ns) = -5.385e-14
Bisections in example: 0
Evaluations: guarded 5, pure bisection 41
Fermi level 150.9996 meV = 0.0055491 Ha
mu - E_1 = 112.06 meV
Populations (cm^-2): 2.4078e+12 5.8608e+11 6.1176e+09 1.8952e+07
Population shares (%): [8.02595e+01 1.95360e+01 2.03900e-01 6.00000e-04]
dN/dmu = 3.8242e+13 cm^-2/eV
Newton coefficient: formula -2.5205, seen -2.5206 1/eV
|mu - quadrature root| = 4.2e-15 eV
Worst relative density error: 1.3e-15
Parabolic, same bottoms: mu = 173.47 meV
Parabolic minus Kane mu: 22.47 meV
Round trips: 48; most evaluations 8
Round trips: total bisections 27; worst error 1.5e-13 eV
Curvature of ln N at E_2, 20 K: 1329.52 1/eV^2
Poor start, 30 kT below E_1: -736.62 meV
Newton on N: first landing 1.581e+12 eV, steps 48
Newton on ln N, same start: steps 6
4 K, 1.0000e+11 cm^-2, start 0.5 eV: unguarded lands at
  -0.8087 eV, where the computed density underflows
  guarded: mu 44.25 meV, evaluations 7, bisections 1
Barrier (rough): 0.5 eV, 0.075 m0, gap 1.46 eV
Finite-barrier bottoms (meV): 27.55 102.32 208.43 331.62
Finite barrier: mu 130.53, mu-E_1 102.99 meV
Finite-barrier populations (cm^-2): 2.1519e+12 8.1459e+11 3.3201e+10 3.4434e+08
Hartree, eps_r 13.9: peak bending 95.52 meV
Hartree first-order shifts (meV): 81.29 65.04 62.53 61.80
Hartree: mu 225.52, mu-E_1 105.29 meV
Hartree populations (cm^-2): 2.2526e+12 7.3765e+11 9.7061e+09 3.0993e+07
2D exchange, T=0: k=0 -40.29, k_F -25.65 meV
L valleys (0.5 eV, 0.3 m0, 4 valleys): 3.3920e+07 cm^-2
Omitted fifth subband: 3.8793e+04 cm^-2
mu for alpha 1.0 and 1.4 1/eV (meV): 155.29 147.05
mu at 400 K, same parameters: 144.90 meV
success
```
